# The Dederichs constrained functional and the maximum in its multiplier: test program

```python
"""
Constrained density-functional theory with a multiplier V on a local occupation.

Result under test: with L = E[dm] + V*(N_d[dm] - N_c) and W(V) = min over dm of L,
a V at which the minimizer obeys N_d = N_c is a maximum of W, and W there equals
the constrained minimum of E.  The curvature of W is chi = dN_d/dV < 0.

Symbols: dm    closed-shell density matrix in the Loewdin-orthogonalized basis
         N_d   occupation of the Loewdin H 1s orbital of LiH; N_c its target
         chi   self-consistent response dN_d/dV
         chi0  the same response at frozen Kohn-Sham potential
         U     1/chi0 - 1/chi
A two-site, two-electron mean-field model with hopping t and interaction
(I/2)*(N-1)^2 shows the regular case (I > 0) and the failing one (I < -2t).
Internal units for LiH are hartree; the two-site model is in eV.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, expm
from scipy.optimize import brentq, minimize
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]
XC = "lda,vwn"
BOND = 1.60
N_OCC = 2

# ---------- LiH: integrals in the Loewdin basis ----------
mol = gto.M(atom=[["Li", (0, 0, 0)], ["H", (0, 0, BOND)]],
            basis="sto-3g", unit="Angstrom", verbose=0)
s_val, s_vec = eigh(mol.intor("int1e_ovlp"))
lowdin = s_vec @ np.diag(s_val ** -0.5) @ s_vec.T
n_bas = len(s_val)
n_vir = n_bas - N_OCC
n_rot = N_OCC * n_vir
h_core = lowdin @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ lowdin
eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                lowdin, lowdin, lowdin, lowdin, optimize=True)
eri = eri.reshape(n_bas ** 2, n_bas ** 2)
grids = dft.gen_grid.Grids(mol)
grids.level = 1
grids.build()
weights = grids.weights
phi = dft.numint.eval_ao(mol, grids.coords) @ lowdin
e_nuc = mol.energy_nuc()
site = int(mol.aoslice_by_atom()[1][2])      # the H 1s function
proj = np.zeros((n_bas, n_bas))
proj[site, site] = 1.0


def coulomb(dm):
    return (eri @ dm.ravel()).reshape(n_bas, n_bas)


def xc_on_grid(dm):
    rho = np.maximum(((phi @ dm) * phi).sum(axis=1), 0.0)
    exc, vxc = dft.libxc.eval_xc(XC, rho, spin=0, deriv=1)[:2]
    return rho, np.ravel(exc), np.ravel(vxc[0])


def energy(dm):
    rho, exc, _ = xc_on_grid(dm)
    return (e_nuc + np.sum(h_core * dm) + 0.5 * np.sum(coulomb(dm) * dm)
            + weights @ (rho * exc))


def fock(dm):
    _, _, vrho = xc_on_grid(dm)
    return h_core + coulomb(dm) + phi.T @ (phi * (weights * vrho)[:, None])


def occupation(dm):
    return dm[site, site]


def aufbau(matrix):
    eps, orb = eigh(matrix)
    return 2 * orb[:, :N_OCC] @ orb[:, :N_OCC].T, eps, orb


def self_consistent(v, dm):
    """Damped iteration of the Kohn-Sham equations with the extra term v*proj."""
    for _ in range(800):
        new, eps, orb = aufbau(fock(dm) + v * proj)
        if np.abs(new - dm).max() < 1e-10:
            return new, eps, orb
        dm = dm + 0.3 * (new - dm)
    raise RuntimeError("self-consistency not reached")


def rotated(x, orb):
    """Density matrix after mixing occupied and virtual orbitals by angles x."""
    k = np.zeros((n_bas, n_bas))
    k[N_OCC:, :N_OCC] = np.reshape(x, (n_vir, N_OCC))
    k[:N_OCC, N_OCC:] = -k[N_OCC:, :N_OCC].T
    occ = (orb @ expm(k))[:, :N_OCC]
    return 2 * occ @ occ.T


# ---------- unconstrained ground state ----------
start = np.zeros(n_bas)
start[[0, 1, site]] = [2.0, 1.0, 1.0]
dm_free, _, orb_free = self_consistent(0.0, np.diag(start))
e_free, n_free = energy(dm_free), occupation(dm_free)
reference = dft.RKS(mol)
reference.xc = XC
reference.grids.level = 1
reference.conv_tol = 1e-10
assert abs(reference.kernel() - e_free) < 5e-6

# ---------- multiplier that enforces the target occupation ----------
target = round(n_free + 0.2, 2)
v_star = brentq(lambda v: occupation(self_consistent(v, dm_free)[0]) - target,
                -0.6, 0.0, xtol=1e-9)
dm_star, eps_star, orb_star = self_consistent(v_star, dm_free)


def w_and_n(v):
    dm = self_consistent(v, dm_star)[0]
    return energy(dm) + v * (occupation(dm) - target), occupation(dm)


w_star, n_star = w_and_n(v_star)
assert abs(n_star - target) < 1e-7

# ---------- W is concave, bounded by its tangents, and largest at v_star ----------
shifts = np.array([-4.0, -2.0, 0.0, 2.0, 4.0])
v_tab = v_star + shifts / EV
w_tab, n_tab = np.array([w_and_n(v) for v in v_tab]).T
for v, w, n in zip(v_tab, w_tab, n_tab):
    assert np.all(w_tab <= w + (v_tab - v) * (n - target) + 1e-8)
assert np.all(np.diff(w_tab, 2) < 0) and np.all(np.diff(n_tab) < 0)
assert np.argmax(w_tab) == 2
dv = 0.002
slope_w = (w_and_n(v_tab[3] + dv)[0] - w_and_n(v_tab[3] - dv)[0]) / (2 * dv)
assert abs(slope_w - (n_tab[3] - target)) < 1e-4

# ---------- direct constrained minimization, no multiplier in the input ----------


def constrained_minimum(n_wanted):
    res = minimize(lambda x: energy(rotated(x, orb_free)), np.zeros(n_rot),
                   method="SLSQP", jac="3-point",
                   constraints={"type": "eq", "fun": lambda x:
                                occupation(rotated(x, orb_free)) - n_wanted},
                   options={"ftol": 1e-12, "maxiter": 100})
    assert abs(occupation(rotated(res.x, orb_free)) - n_wanted) < 1e-6
    return res.fun


dn = 0.02
e_minus, e_mid, e_plus = [constrained_minimum(target + k * dn) for k in (-1, 0, 1)]
assert abs(e_mid - w_star) < 1e-6
slope_e = (e_plus - e_minus) / (2 * dn)
curv_e = (e_plus - 2 * e_mid + e_minus) / dn ** 2
assert abs(slope_e + v_star) < 1e-3

# ---------- the self-consistent state is the lowest one found for L ----------


def lagrangian(x):
    dm = rotated(x, orb_star)
    return energy(dm) + v_star * (occupation(dm) - target)


rng = np.random.default_rng(7)
found = [minimize(lagrangian, rng.normal(size=n_rot), method="BFGS",
                  options={"gtol": 1e-5, "maxiter": 60}).fun for _ in range(4)]
assert min(found) > w_star - 1e-7
assert min(found) < w_star + 1e-4

# ---------- orbital gradient and Hessian of L from energies alone ----------
unit = np.eye(n_rot)
grad = np.array([(lagrangian(1e-4 * u) - lagrangian(-1e-4 * u)) / 2e-4 for u in unit])
assert np.abs(grad).max() < 1e-6
step = 0.005
hess = np.zeros((n_rot, n_rot))
for i in range(n_rot):
    for j in range(i + 1):
        a, b = step * unit[i], step * unit[j]
        hess[i, j] = hess[j, i] = (lagrangian(a + b) - lagrangian(a - b)
                                   - lagrangian(b - a) + lagrangian(-a - b)) / (4 * step ** 2)
g = np.array([(occupation(rotated(1e-4 * u, orb_star))
               - occupation(rotated(-1e-4 * u, orb_star))) / 2e-4 for u in unit])
hess_low = np.linalg.eigvalsh(hess)[0]
assert hess_low > 0
chi_hess = -g @ np.linalg.solve(hess, g)
chi = (w_and_n(v_star + dv)[1] - w_and_n(v_star - dv)[1]) / (2 * dv)
assert chi < 0 and abs(chi_hess / chi - 1) < 2e-3
assert abs(curv_e * chi + 1) < 1e-2
joint = np.block([[hess, g[:, None]], [g[None, :], np.zeros((1, 1))]])
joint_eig = np.linalg.eigvalsh(joint)
n_negative = int(np.sum(joint_eig < 0))
assert n_negative == 1 and np.all(joint_eig[1:] > 0)

# ---------- response at frozen potential, sum over states against re-diagonalization ----------
amp = orb_star[site] ** 2
chi0 = 4 * sum(amp[i] * amp[a] / (eps_star[i] - eps_star[a])
               for i in range(N_OCC) for a in range(N_OCC, n_bas))
frozen = fock(dm_star) + v_star * proj
chi0_fd = (occupation(aufbau(frozen + dv * proj)[0])
           - occupation(aufbau(frozen - dv * proj)[0])) / (2 * dv)
assert abs(chi0 / chi0_fd - 1) < 1e-3
u_eff = 1 / chi0 - 1 / chi

# ---------- two-site model, energies in eV ----------
HOP = 1.0


def pair_energy(angle, inter):
    """Two electrons in the orbital (cos(angle), sin(angle))."""
    n1 = 2 * np.cos(angle) ** 2
    bond = 2 * np.cos(angle) * np.sin(angle)
    return -2 * HOP * bond + 0.5 * inter * (n1 - 1) ** 2


def pair_state(field):
    c = eigh(np.array([[field, -HOP], [-HOP, 0.0]]))[1][:, 0]
    return np.arctan2(abs(c[1]), abs(c[0])), 2 * c[0] ** 2


def pair_branch(inter, v):
    """W and N on the self-consistent branch that passes through N = 1."""
    n = brentq(lambda m: pair_state(inter * (m - 1) + v)[1] - m, 0.7, 1.3, xtol=1e-13)
    angle, n = pair_state(inter * (n - 1) + v)
    return pair_energy(angle, inter) + v * (n - 1), n


angles = np.linspace(0, np.pi / 2, 20001)


def pair_global(inter, v):
    n = 2 * np.cos(angles) ** 2
    values = pair_energy(angles, inter) + v * (n - 1)
    k = np.argmin(values)
    return values[k], n[k]


model = {}
q = 0.01
for inter in (3.0, -3.0):
    e_at = [pair_energy(np.arccos(np.sqrt(m / 2)), inter) for m in (1 - q, 1.0, 1 + q)]
    curv_n = (e_at[0] - 2 * e_at[1] + e_at[2]) / q ** 2
    (w_a, n_a), (w_b, _), (w_c, n_c) = [pair_branch(inter, v) for v in (-q, 0.0, q)]
    curv_w = (w_a - 2 * w_b + w_c) / q ** 2
    chi_pair = (n_c - n_a) / (2 * q)
    chi0_pair = (pair_state(q)[1] - pair_state(-q)[1]) / (2 * q)
    u_pair = 1 / chi0_pair - 1 / chi_pair
    w_max = max(pair_global(inter, v)[0] for v in np.linspace(-1, 1, 41))
    assert abs(curv_n - (2 * HOP + inter)) < 1e-3
    assert abs(curv_w * curv_n + 1) < 2e-3
    assert abs(u_pair - inter) < 5e-3
    model[inter] = (e_at[1], curv_n, curv_w, u_pair, w_max,
                    pair_global(inter, -q)[1], pair_global(inter, q)[1])
assert model[3.0][2] < 0 < model[-3.0][2]
assert abs(model[3.0][4] - model[3.0][0]) < 1e-6
assert model[-3.0][4] < model[-3.0][0] - 0.1
assert model[-3.0][5] - model[-3.0][6] > 1.0

# ---------- output ----------
print(f"LiH bond length: {BOND:.2f} angstrom")
print(f"basis functions: {n_bas}, orbital rotations: {n_rot}")
print(f"free total energy: {e_free * EV:.3f} eV")
print(f"free H 1s occupation: {n_free:.4f} electrons")
print(f"target occupation N_c: {target:.2f} electrons")
print(f"multiplier V*: {v_star * EV:.4f} eV = {v_star:.5f} hartree")
print(f"W(V*) - E_free: {(w_star - e_free) * EV:.4f} eV = {w_star - e_free:.6f} hartree")
print(f"direct constrained E - E_free: {(e_mid - e_free) * EV:.4f} eV")
print("V - V* (eV), W - W(V*) (eV), N_d (electrons):")
for s, w, n in zip(shifts, w_tab, n_tab):
    print(f"  {s:5.1f}  {(w - w_star) * EV:9.5f}  {n:.5f}")
print(f"at V*+2 eV: dW/dV {slope_w:.5f}, N_d-N_c {n_tab[3] - target:.5f} electrons")
print(f"lowest of 4 random-start minima minus W(V*): {(min(found) - w_star) * EV:.1e} eV")
print(f"lowest orbital Hessian eigenvalue: {hess_low * EV:.3f} eV")
print(f"negative eigenvalues of joint Hessian: {n_negative} of {n_rot + 1}")
print(f"chi from dN_d/dV: {chi / EV:.5f} electrons/eV")
print(f"chi from orbital Hessian: {chi_hess / EV:.5f} electrons/eV")
print(f"dE/dN_c from direct minimization: {slope_e * EV:.4f} eV")
print(f"d2E/dN_c2 from direct minimization: {curv_e * EV:.3f} eV")
print(f"-1/chi: {-EV / chi:.3f} eV")
print(f"chi0 from sum over states: {chi0 / EV:.5f} electrons/eV")
print(f"chi0 from frozen potential: {chi0_fd / EV:.5f} electrons/eV")
print(f"-1/chi0: {-EV / chi0:.3f} eV")
print(f"effective U: {u_eff * EV:.3f} eV = {u_eff:.5f} hartree")
print(f"two-site model hopping t: {HOP:.1f} eV")
for inter, (e1, cn, cw, up, wm, n_lo, n_hi) in model.items():
    print(f"two-site model, I = {inter:.1f} eV:")
    print(f"  E(N=1): {e1:.4f} eV, max of global W: {wm:.4f} eV")
    print(f"  gap E(1) - max W: {e1 - wm:.4f} eV")
    print(f"  d2E/dN2 at N=1: {cn:.3f} eV, branch d2W/dV2: {cw:.4f} 1/eV")
    print(f"  1/chi0 - 1/chi: {up:.3f} eV")
    print(f"  global N at V = -{q} eV: {n_lo:.4f}, at V = +{q} eV: {n_hi:.4f}")
print("tests ok")
```

Running it gives:

```
LiH bond length: 1.60 angstrom
basis functions: 6, orbital rotations: 8
free total energy: -212.032 eV
free H 1s occupation: 0.9573 electrons
target occupation N_c: 1.16 electrons
multiplier V*: -4.4110 eV = -0.16210 hartree
W(V*) - E_free: 0.4432 eV = 0.016288 hartree
direct constrained E - E_free: 0.4432 eV
V - V* (eV), W - W(V*) (eV), N_d (electrons):
   -4.0   -0.34656  1.33048
   -2.0   -0.08796  1.24734
    0.0    0.00000  1.16000
    2.0   -0.09013  1.06941
    4.0   -0.36386  0.97659
at V*+2 eV: dW/dV -0.09059, N_d-N_c -0.09059 electrons
lowest of 4 random-start minima minus W(V*): 4.9e-11 eV
lowest orbital Hessian eigenvalue: 18.067 eV
negative eigenvalues of joint Hessian: 1 of 9
chi from dN_d/dV: -0.04457 electrons/eV
chi from orbital Hessian: -0.04457 electrons/eV
dE/dN_c from direct minimization: 4.4117 eV
d2E/dN_c2 from direct minimization: 22.440 eV
-1/chi: 22.439 eV
chi0 from sum over states: -0.08229 electrons/eV
chi0 from frozen potential: -0.08229 electrons/eV
-1/chi0: 12.152 eV
effective U: 10.287 eV = 0.37803 hartree
two-site model hopping t: 1.0 eV
two-site model, I = 3.0 eV:
  E(N=1): -2.0000 eV, max of global W: -2.0000 eV
  gap E(1) - max W: 0.0000 eV
  d2E/dN2 at N=1: 5.000 eV, branch d2W/dV2: -0.2000 1/eV
  1/chi0 - 1/chi: 3.000 eV
  global N at V = -0.01 eV: 1.0020, at V = +0.01 eV: 0.9980
two-site model, I = -3.0 eV:
  E(N=1): -2.0000 eV, max of global W: -2.1667 eV
  gap E(1) - max W: 0.1667 eV
  d2E/dN2 at N=1: -1.000 eV, branch d2W/dV2: 1.0001 1/eV
  1/chi0 - 1/chi: -3.000 eV
  global N at V = -0.01 eV: 1.7480, at V = +0.01 eV: 0.2520
tests ok
```
